# How an Ehrlich-Schwoebel barrier equalises step spacing yet builds mounds

In a growth simulation described below, adding an Ehrlich-Schwoebel barrier to a flat surface raises the height variance after 60 monolayers (ML) from 0.40 to 12.6 ML². Adding the same barrier to a staircase of steps lowers the variance of the terrace widths after 30 ML from 27 to 10 sites². One barrier roughens the first surface and regularises the second.

## The counter-example

The barrier is an extra energy $E$ that an adatom must overcome to hop down over a step edge. The claim under test is that such a barrier smooths growth.

The simulated surface is a row of columns. Atoms land on random columns and hop left or right. An atom becomes immobile when it has a lateral neighbour at its own height, or when another atom lands on it. A hop that descends a step is accepted with probability

$$p=e^{-E/k_BT}=0.0550\qquad(E=0.15\ \text{eV},\ T=600\ \text{K}),$$

and with $p=1$ when there is no barrier. These are round model parameters, not those of a named material. Each variance comes from a single run, so it carries sampling scatter. The width variances vary by about 20% from run to run, and the flat variance without a barrier can come out near 0.8 instead of 0.40 ML².

The flat run has 300 columns and a ratio of diffusivity to deposition flux $D/F=2\times10^4$ sites²/ML, at which islands nucleate readily. The staircase has 100 steps, initially 6 sites apart, and $D/F=10^8$ sites²/ML, at which nucleation is rare. This regime is called step flow. The width variance starts at zero and is produced by the randomness of both the landing sites and the hops. The barrier limits this spread to a standard deviation of $\sqrt{10}\approx3$ sites, against $\sqrt{27}\approx5$ sites without it.

The flat result refutes the claim. To explain both results, the barrier must be turned into a boundary condition for diffusion.

## The barrier as a length

Let $a$ be the site spacing and $\nu=D/a^2$ the hop rate in each direction. A steady adatom flux corresponds to a density that falls linearly, by the same amount per site. Without a barrier, the last site before the edge loses atoms at rate $\nu n$, so the density extrapolates to zero one spacing further on. With a barrier the loss is $p\nu n$. For the same density at the last site the slope is smaller by the factor $p$, and the extrapolated zero lies at distance $a/p$. The extra distance is

$$\ell=a\left(\frac1p-1\right).$$

For $a=0.4$ nm this gives $\ell=0.4\times17.19=6.88$ nm. The barrier strongly alters the adatom fluxes on a terrace when $\ell$ is not small compared with the terrace width. A smaller $\ell$ has a weaker effect, which can still accumulate during growth.

Now consider the top of an island of width $w$, with a descending edge at each end. Let $u$ be the adatom density in excess of its equilibrium value at a step. By symmetry each edge receives the flux $Fw/2$. To drive this flux across the barrier, the density at the edge must be $u_{\rm edge}=Fw\ell/(2D)$. On top of this sits the parabola that solves $Du''+F=0$ and vanishes at both edges, $Fx(w-x)/(2D)$, whose mean is $Fw^2/(12D)$. Hence

$$\bar u=\frac{Fw^2}{12D}+\frac{Fw\ell}{2D}=\frac{Fw^2}{12D}\left(1+\frac{6\ell}{w}\right).$$

Take $F=0.2$ ML/s, $D=10^5$ nm²/s and $w=10$ nm. The first term is $1.67\times10^{-5}$ ML and the sum is $8.54\times10^{-5}$ ML, so the barrier raises the density by a factor 5.1. Adatoms stay longer on the island and are more likely to meet there. Even without a barrier the next layer can nucleate before the present one is complete. With the barrier this happens earlier, which favours the start of a mound.

## What a tilt does

The link between the two surfaces is the uphill adatom current $j$. In the simulation, $j/F$ is the mean uphill displacement of a deposited atom before it sticks. It was measured with the barrier, at $D/F=2\times10^4$ sites²/ML, over the first 3 ML on 4800 columns:

| Initial step spacing (sites) | Uphill displacement (sites) |
|---|---|
| no steps | −0.01 |
| 40 | 0.91 |
| 12 | 2.56 |
| 6 | 2.02 |
| 2 | 0.73 |

The slope increases down the table. The current starts at zero within scatter, rises, and then falls. Without the barrier, the run with spacing 12 gives −0.09 sites, small compared with 2.56.

## The general statement

Let $m$ be the downhill slope in layers per unit length, and $j(m)$ the uphill current during deposition.

1. A long-wave disturbance of the height along the slope grows if $j'(m)>0$ and decays if $j'(m)<0$.
2. For straight steps in step flow, a dominant barrier to descent gives $j'(m)<0$, and the spacing is stable.
3. On a flat surface with islands, the same barrier gives $j(0)=0$ and $j'(0)>0$, provided that, under a small tilt, terraces descending with the tilt carry on average at least as much current as those descending against it. Mounds then grow.

**Proof of part 1.** Let the surface descend towards $+x$, so $m=-\partial h/\partial x$, with $h$ in layers. The uphill direction is $-x$, so the current along $+x$ is $-j$. Conservation of deposited atoms gives

$$\frac{\partial h}{\partial t}=F-\frac{\partial(-j)}{\partial x}=F+j'(m)\frac{\partial m}{\partial x}=F-j'(m)\frac{\partial^2h}{\partial x^2}.$$

A disturbance proportional to $e^{ikx+\sigma t}$ has $\partial^2/\partial x^2\to-k^2$, and therefore

$$\sigma=j'(m)\,k^2 .$$

This is the leading order in $k$. Terms with higher derivatives matter at shorter wavelengths.

**Proof of part 2.** Consider a terrace $0<x<l$ with an ascending step at $x=0$ and a descending edge at $x=l$. Let $d_+$ and $d_-$ be the attachment lengths at these two ends; the pure barrier case is $d_+=0$, $d_-=\ell$. Three assumptions enter. The density adjusts quickly to the step positions, which needs $Fl^2/D\ll1$ (it is $2\times10^{-4}$ in the example below). All steps have the same equilibrium density. Steps interact only through diffusing adatoms. Then

$$Du''+F=0,\qquad u(0)=d_+u'(0),\qquad u(l)=-d_-u'(l).$$

The general solution is $u=A+Bx-Fx^2/(2D)$. The left condition gives $A=d_+B$. Since $u'(l)=B-Fl/D$, the right condition reads

$$d_+B+Bl-\frac{Fl^2}{2D}=d_-\left(\frac{Fl}{D}-B\right).$$

Collecting $B$ gives

$$B=\frac{Fl}{D}\,\frac{l/2+d_-}{l+d_++d_-}.$$

The flux to the ascending step is $f_+=DB$. All deposited atoms reach one end or the other, so $f_-=Fl-f_+$:

$$f_+=Fl\,\frac{l/2+d_-}{l+d_++d_-},\qquad f_-=Fl\,\frac{l/2+d_+}{l+d_++d_-}.$$

The uphill current is the terrace average of $Du'=DB-Fx$:

$$j=DB-\frac{Fl}{2}=\frac{Fl\,(d_--d_+)}{2(l+d_++d_-)}=\frac{f_+-f_-}{2}.$$

With $m=1/l$ we have $dl/dm=-l^2$. Since $\frac{d}{dl}\frac{l}{l+s}=\frac{s}{(l+s)^2}$ with $s=d_++d_-$,

$$j'(m)=-\frac{Fl^2}{2}\,\frac{d_-^2-d_+^2}{(l+d_++d_-)^2}.$$

This is negative when $F>0$ and $d_->d_+$.

The result can be extended to all wavelengths. Number the steps downhill, with terrace $l_i$ in front of step $i$. Step $i$ collects from the terrace in front and the one behind, so $v_i=f_+(l_i)+f_-(l_{i-1})$. The width changes as

$$\frac{dl_i}{dt}=v_{i+1}-v_i=f_+(l_{i+1})+f_-(l_i)-f_+(l_i)-f_-(l_{i-1}).$$

Insert $l_i=l+\varepsilon e^{iqi+\sigma t}$, where the $i$ multiplying $q$ in front is the imaginary unit and the last $i$ is the step number. To first order in $\varepsilon$,

$$\sigma=f_+'\,(e^{iq}-1)+f_-'\,(1-e^{-iq}).$$

The real part is $-(f_+'-f_-')(1-\cos q)$. Because $f_+-f_-=2j$, its derivative follows from the one above:

$$\mathrm{Re}\,\sigma=-F(1-\cos q)\,\frac{d_-^2-d_+^2}{(l+d_++d_-)^2}.$$

The imaginary part is $(f_+'+f_-')\sin q=F\sin q$, since $f_++f_-=Fl$. It moves the pattern through the train without changing its amplitude. For small $q$, $1-\cos q\approx q^2/2$ and $k=q/l$, which returns $j'(m)k^2$. Every pattern with $q\neq0$ decays if $d_->d_+$. With equal attachment lengths there is no linear restoring effect, and random fluctuations can accumulate. This is the situation of the staircase without a barrier, until steps meet. Widths cannot become negative, which the linear analysis ignores, and the simulated variance levels off near 27 sites² by about 30 ML. $\square$

**Proof of part 3.** Reflection symmetry gives $j(-m)=-j(m)$, so $j(0)=0$. The step-flow formula cannot be used here. For $l\to\infty$ it tends to $F\ell/2$, not to zero, because it leaves out the islands that nucleate on wide terraces.

Instead, sort the terraces by their two end steps. Going along $+x$, a step either descends (D) or ascends (A). A DA terrace is a valley and an AD terrace is a top. Each has equal attachment lengths at its two ends, so its mean current vanishes. A DD terrace carries current towards $-x$, an AA terrace towards $+x$. On a periodic stretch of length $L$, let $N_{DD}$ and so on count the terraces. Each step is the left end of one terrace, so

$$N_D=N_{DD}+N_{DA},\qquad N_A=N_{AA}+N_{AD}.$$

Valleys and tops alternate, so $N_{DA}=N_{AD}$. The mean slope fixes $N_D-N_A=mL$. Subtraction gives

$$N_{DD}-N_{AA}=mL .$$

Adatoms that meet on a terrace before reaching a step are neglected here. A DD terrace of width $l$ then contributes $c(l)=l\,j=F\ell l^2/[2(l+\ell)]$ to the integrated current, and an AA terrace contributes $-c(l)$. Let $\langle c\rangle_{DD}$ and $\langle c\rangle_{AA}$ be the means of $c$ over the two kinds. Inserting $N_{DD}=N_{AA}+mL$ gives

$$j=\frac{N_{DD}\langle c\rangle_{DD}-N_{AA}\langle c\rangle_{AA}}{L}=m\,\langle c\rangle_{DD}+\frac{N_{AA}}{L}\left(\langle c\rangle_{DD}-\langle c\rangle_{AA}\right).$$

For $m>0$ the first term is positive: the tilt creates a surplus of DD terraces. Assume that $\langle c\rangle_{DD}\ge\langle c\rangle_{AA}$ for small $m>0$, so that the second term does not oppose the first. Then $j\ge m\,\langle c\rangle_{DD}$. As $m\to0$ both means tend to a common value $\langle c\rangle_0$, by symmetry, and

$$j'(0)\ge\langle c\rangle_0>0 .\qquad\square$$

The assumption about the means is a closure, not a theorem. The measured displacement at $m=1/40$ supports the sign of $j'(0)$. With the closure, and with meetings of adatoms neglected, it also gives an approximate upper bound on the average over the run, $\langle c\rangle_{DD}/F\le40\times0.91\approx36$ sites², which is the value of $c/F$ for a terrace about 11 sites wide. The displacement at this small tilt varies by a few tenths of a site between runs, so the bound is uncertain by roughly a third, and $\langle c\rangle_{DD}$ itself falls several-fold between the first and the third layer. The effective terrace is thus much narrower than the initial 40 sites, as expected when islands divide it.

## Reading the table at steep slope

For steps 6 sites apart, a lattice version of the argument gives a number to compare. Let a terrace have $N$ sites and let $\lambda=\ell/a=17.19$. An atom landing on site $x$ sticks either at site 1 or, after descending, at site $N+1$. Its chance of descending is $(x-1)/(N+\lambda)$, the fraction of the effective distance already covered. Its mean uphill displacement is

$$(x-1)-N\,\frac{x-1}{N+\lambda}=\frac{(x-1)\lambda}{N+\lambda}.$$

The mean of $x-1$ over the terrace is $(N-1)/2$. For $N=6$ the displacement is $5\times17.19/(2\times23.19)=1.85$ sites. The simulation gives 2.02, which is 9% above this value. Unequal widths act in that direction. The contribution of a terrace is proportional to

$$\frac{N(N-1)}{N+\lambda}=N-(\lambda+1)+\frac{\lambda(\lambda+1)}{N+\lambda},$$

which is convex in $N$, so a spread of widths at fixed mean raises the average. Sampling scatter and some nucleation are also present, and their shares were not separated.

## A pair of terraces, and the reversed flux

Take $l=10$ nm with $F$, $D$ and $\ell$ as for the island top. The fluxes are

$$f_+=2\times\frac{5+6.88}{16.88}=1.41\ \text{nm/s},\qquad f_-=2\times\frac{5}{16.88}=0.59\ \text{nm/s}.$$

Their sum, 2.0 nm/s, is the speed of the regular train, and half their difference is the uphill current, 0.41 ML nm/s.

The pattern with alternating wide and narrow terraces has $q=\pi$. It decays at the rate

$$2F\left(\frac{\ell}{l+\ell}\right)^2=0.4\times(0.4075)^2=0.066\ \text{s}^{-1},$$

a decay time of 15 s, or 3.0 ML. For large amplitude, write the widths as $l\pm\delta$. The width equation then reduces to

$$\frac{d\delta}{dt}=-\frac{2F\ell^2\,\delta}{(l+\ell)^2-\delta^2}.$$

Numerical integration of the width equations from 12 and 8 nm gives 10.73 and 9.27 nm after one decay time. The difference has fallen from 4 to 1.46 nm, close to $4/e=1.47$ nm.

If atoms are removed uniformly from the terraces and the steps supply them, $F$ changes sign. The same barrier then drives the steps into pairs. After the same 15 s the widths are 15.7 and 4.3 nm. Their difference, 11.4 nm, exceeds $4e=10.9$ nm, because the denominator above shrinks as $\delta$ grows.

## Two further limits of the smoothing

The equalising effect is weaker in the runs where islands nucleate more readily. With the staircase run repeated at $D/F=2\times10^4$ sites²/ML, the width variance is 15 sites² with the barrier and 21 without it, instead of 10 and 27. At this $D/F$ single runs range over about 9 to 19 sites² with the barrier and 21 to 29 without it, so the weakening is a tendency rather than a sharp result, and the change from 27 to 21 lies within the scatter. At the end, the barrier run contains 5 upward steps, the sign of islands or adatoms, against 1 in step flow. The count does not separate islands from adatoms, and the runs do not isolate the cause of the weaker equalisation.

The second limit appears when the steps can bend. In two dimensions the current points up the local slope, $\mathbf J=j\,\nabla h/|\nabla h|$. Let all steps bend in phase, $h=-mx+\varepsilon\cos ky$. To first order in $\varepsilon$, $|\nabla h|=m$ and $J_y=(j/m)\,\partial h/\partial y$. Then $\partial h/\partial t=F-\nabla\cdot\mathbf J$ gives

$$\sigma=\frac{j}{m}k^2=\frac{Fl^2\ell}{2(l+\ell)}k^2>0 .$$

The bending grows although the mean spacing is stable. For a wavelength of 500 nm and the values above, $\sigma=6.4\times10^{-4}\ \text{s}^{-1}$. The growth time is about 1600 s, or 310 ML, much longer than the 3 ML decay time of the alternating pattern. This formula holds for wavelengths long compared with $l$ and omits the line tension of the steps, which opposes bending and acts most strongly at short wavelengths. Without line tension the growth time falls as the square of the wavelength, to about 13 ML at 100 nm. The estimate also assumes that step flow persists: with these values, two adatoms share a terrace about 0.02 times per ML in the one-dimensional model, so nucleation is not negligible over 310 ML.
